# Why Vapour Deposition Can Narrow a Particle Size Distribution

Suppose a deposition reactor produces silicon particles with a wide spread of sizes, and the spread is blamed on growth from the vapour: large particles have more surface, collect more atoms and pull ahead. The remedy would seem to be a shorter growth time. If the particles grow in the free-molecular regime with a common history, that remedy works backwards. It stops the growth that was reducing the relative width, and leaves the spread of the seeds untouched. When growth times differ widely between particles, a shorter exposure can help, but for a different reason, taken up below.

The premise about atoms is correct: large particles do collect more. The conclusion about sizes does not follow, as a definite case shows.

## A counter-example: silicon particles in silane

Take compact spherical silicon particles at 1000 K in 0.2 Torr of silane and 0.8 Torr of hydrogen. The seeds have a lognormal distribution of radius $r$, with mean $r_0=5$ nm and standard deviation $\sigma_0=1$ nm. "Relative width" means standard deviation divided by mean, here 20%.

The gas mean free path is of order 100 µm, about $10^4$ times the final mean radius. Molecules therefore reach a particle with the velocity distribution of the undisturbed gas. For number density $n$, molecular mass $m$ and pressure $p=nkT$, the one-sided flux on a surface element is

$$
J=n\int_0^\infty u\sqrt{\frac{m}{2\pi kT}}\,e^{-mu^2/2kT}\,du
=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
$$

With the mean speed $c=\sqrt{8kT/\pi m}$ this is $J=nc/4$. A sphere is convex, so no part of it shades another, and it receives $4\pi r^2J$ molecules per unit time.

Let a fraction $\gamma$ of the impacts react, each leaving one silicon atom of solid volume $v$ while the hydrogen departs. Equating the two expressions for the rate of volume growth gives

$$
4\pi r^2\frac{dr}{dt}=\gamma J v\,4\pi r^2
\quad\Longrightarrow\quad
\frac{dr}{dt}=\gamma Jv\equiv G .
$$

The area cancels. A large particle collects more atoms, but must spread them over a surface larger by the same factor.

Here $J=3.92\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$. With a rough $\gamma=10^{-4}$ and $v=0.020\ \mathrm{nm^3}$,

$$
G=10^{-4}\times3.92\times10^5\times0.020=0.784\ \mathrm{nm/s},
$$

and 10 s of growth adds $\Delta=7.84$ nm to every radius. Follow two particles:

- The smaller grows from 4 to 11.84 nm and gains $3.34\times10^5$ atoms.
- The larger grows from 6 to 13.84 nm and gains $5.10\times10^5$ atoms.

The larger particle gains about 1.5 times as many atoms. It began, however, with $(6/4)^3\approx3.4$ times as many, so in proportion to its content it gained less. The ratio of the radii falls from 1.50 to 1.17.

For the whole population, the mean radius rises from 5.00 to 12.84 nm while the standard deviation stays at 1.00 nm. The relative width falls from 20% to $1/12.84=7.8\%$.

The choice of measure matters. The standard deviation of particle volume rises from 383 to 2200 nm³, although the relative width of volume falls from 65% to 24%. The absolute spread in collected material grows, while the sizes become more nearly equal in proportion.

## The general statement

Assume that:

- the particles are compact spheres, much smaller than the gas mean free path and much larger than a molecule;
- temperature is uniform, and the sticking probability does not depend on size;
- evaporation and reverse reaction are negligible;
- all particles see the same vapour for the same time, with no new nucleation and no coagulation.

Then every radius increases by the same $\Delta=\int G(t)\,dt$, and

$$
\sigma=\sigma_0,\qquad
\frac{\sigma}{\bar r}=\frac{\sigma_0}{r_0+\Delta}.
$$

The relative width shrinks whenever $\sigma_0>0$ and $\Delta>0$. The vapour may be depleted meanwhile: this changes $\Delta$, but changes it equally for all.

The proof is short. Since $r_i\to r_i+\Delta$, the mean also shifts by $\Delta$, and each deviation from the mean is unchanged:

$$
(r_i+\Delta)-(r_0+\Delta)=r_i-r_0 .
$$

Hence the variance is unchanged, while the mean in the denominator has grown.

The volume $V=4\pi r^3/3$ obeys $dV/d\Delta=4\pi r^2$. With $E$ denoting the average over particles,

$$
\frac{d}{d\Delta}\left(E[V^2]-E[V]^2\right)
=2E[V\,4\pi r^2]-2E[V]\,E[4\pi r^2]
=2\,\mathrm{Cov}(V,4\pi r^2).
$$

This is positive for unequal particles, because $V$ and $r^2$ increase together. It accounts for the growing absolute spread of volume.

## A criterion for other growth laws

Let $dr/dt=g(r)$ and define the fractional growth rate $h(r)=g(r)/r$. Take any size measure $X=r^q$ with $q>0$, so that radius and volume are both covered up to a constant. Then $dX/dt=qr^{q-1}g=qXh$.

The ratio $R=E[X^2]/E[X]^2$ equals one plus the square of the relative width of $X$. Differentiating its logarithm gives

$$
\frac{d\ln R}{dt}
=2q\left(\frac{E[X^2h]}{E[X^2]}-\frac{E[Xh]}{E[X]}\right).
$$

Write $\langle f\rangle=E[Xf]/E[X]$ for an average weighted by $X$. The first fraction is $\langle Xh\rangle/\langle X\rangle$ and the second is $\langle h\rangle$, so

$$
\frac{d\ln R}{dt}
=\frac{2q}{\langle X\rangle}\Big(\langle Xh\rangle-\langle X\rangle\langle h\rangle\Big).
$$

The bracket is a covariance. It equals half the average of $(X-X')(h-h')$ over two independent draws with this weighting. If $h$ decreases with $r$, the two factors have opposite signs for unequal sizes, and the relative width falls. If $h$ increases, the relative width rises.

For $g\propto r^p$ we have $h\propto r^{p-1}$: the relative width shrinks for $p<1$, stays constant for $p=1$ and grows for $p>1$. Faster radial growth of large particles is thus not enough to broaden the distribution in relative terms; it must be faster than in proportion to radius.

A numerical test used the same seeds, with a rate of 1 nm per unit time at $r=5$ nm, for half a time unit. The initial 20% became 16.7% for $p=-1$, 18.2% for $p=0$, 20.0% for $p=1$ and 22.5% for $p=2$. For $p=2$ a radius diverges in finite time, here for seeds above 50 nm, so that value holds with this remote tail of the distribution left out.

**Diffusion through the gas.** When the particle is large compared with the mean free path, vapour must diffuse to it. Let $n_\infty$ be the density far away, $n_s$ that at the surface and $D$ the diffusivity. For weak sticking, $\gamma\ll1$, the one-sided flux at the surface is still close to $cn_s/4$, and steady inflow balances reaction:

$$
4\pi rD(n_\infty-n_s)=\gamma\frac{c\,n_s}{4}\,4\pi r^2
\quad\Longrightarrow\quad
n_s=\frac{n_\infty}{1+B},\qquad B=\frac{\gamma cr}{4D}.
$$

Therefore $g=G/(1+B)$, with $G$ evaluated at $n_\infty$. Since $g$ decreases with $r$ for any $B>0$, even the absolute width of radius shrinks; for $B\gg1$ the law tends to $g\propto1/r$, the case $p=-1$. In the silicon example $B$ is of order $10^{-9}$ to $10^{-8}$, depending on how $D$ is estimated, so this correction is negligible.

**Evaporation.** Adding volume $v$ to a sphere increases its area by $2v/r$. With surface energy $\alpha$ per area, an atom on the particle therefore has an energy higher by $2\alpha v/r$ than on a flat surface, and evaporation is enhanced by $e^{L/r}$, where $L=2\alpha v/kT$. Let $s_e$ be the ratio of evaporation to deposition for a flat surface, and $\phi=s_e e^{L/r}$. Then $g=G(1-\phi)$. Since $d\phi/dr=-L\phi/r^2$,

$$
\frac{dg}{dr}=\frac{GL\phi}{r^2}>0,\qquad
\frac{dh}{dr}=\frac{G}{r^2}\left[\phi\left(1+\frac Lr\right)-1\right].
$$

The absolute width of radius now grows. The relative width of a narrow population shrinks only if $\phi(1+L/r)<1$, which is stricter than the condition for growth, $\phi<1$. With a rough $\alpha=1.2\ \mathrm{J/m^2}$, $L=3.5$ nm, and the limit at 5 nm is $\phi=0.59$. If $\phi$ at 5 nm starts between 0.59 and 1, such particles all grow, yet their relative width at first increases. For a narrow population in this range, the widening is temporary if $s_e$ stays fixed: $\phi$ falls as the particles grow, and narrowing begins once $\phi(1+L/r)$ drops below one.

For the example, two back-flows can be sized from rough thermochemical inputs: evaporation of silicon, and the reverse reaction with hydrogen that returns silane to the gas. Each comes out at the order of $10^{-8}$ of the deposition rate at 5 nm. These are order-of-magnitude estimates, because the energies enter through exponentials: an error of 0.1 eV in the free energy of silane changes the second ratio about threefold. The inputs do not show which of the two is larger. A third channel, desorption of SiH₂, may be larger than either: rough thermochemistry puts it at up to a few times $10^{-7}$ if SiH₂ sticks with probability near one. All lie so far below the limit of 0.59 that the uncertainty does not affect the conclusion.

## Unequal growth times

A genuine source of broadening is a spread in birth or residence time. Let the growth times have relative standard deviation $s$, independent of seed size, with $G$ constant and $\Delta$ now denoting the mean gain. Independent variances add:

$$
\sigma^2=\sigma_0^2+s^2\Delta^2 .
$$

The final relative width is still below the initial one if

$$
\frac{\sigma_0^2+s^2\Delta^2}{(r_0+\Delta)^2}<\frac{\sigma_0^2}{r_0^2}.
$$

Multiplying out and using $(r_0+\Delta)^2-r_0^2=\Delta(2r_0+\Delta)$ gives

$$
s^2<\frac{\sigma_0^2(2r_0+\Delta)}{r_0^2\Delta}.
$$

For the example the limit is $s=30\%$. This compares only the end with the start. Setting the derivative with respect to $\Delta$ to zero shows that the relative width is smallest at $\Delta^*=\sigma_0^2/(s^2r_0)$ and rises beyond it. In the example $\Delta^*$ falls below 7.84 nm once $s$ exceeds 16%, and a somewhat shorter growth time then does narrow the product: at $s=30\%$, halving the growth time lowers the relative width from 19.9% to 17.3%. At fixed $s$, very long growth makes the relative width tend to $s$: the seeds are forgotten, but the spread in time is not.

## Reading the numbers beside a real reactor

The example lies in the regime of low-pressure silicon deposition from silane. Its growth rate, 47 nm/min, is of a plausible size for a hot silicon surface, but it rests on the rough sticking probability and leaves out silylene, SiH₂, which forms when silane decomposes in the hot gas and sticks far more readily. Under the assumptions above, silylene too would add the same radius to every particle, so it would change $\Delta$ but not the argument. The 10 s exposure is a chosen value, not a typical residence time. At 1 Torr such particles diffuse at roughly 1 to 6 cm²/s, so in a stagnant tube of 5 cm radius fewer than 1% of neutral particles would escape the walls for 10 s; the survivors are biased to larger sizes, though their relative width stays near 7.8%. Hot walls with the same sticking would also consume the silane in about a second, so a constant $G$ requires steady replenishment. Real particles are born at different moments and follow different paths, which breaks the assumption of a common history. An assumed 10% spread in growth time raises the final relative width from 7.8% to 9.9%, still half the initial value. That spread is narrow: the exponential residence-time distribution of a well-mixed reactor has $s=1$ and gives about 62%.

Three other corrections are smaller:

- **Molecular size.** With a rough molecular radius $a=0.2$ nm, the capture area scales as $(r+a)^2$, so $g=G(1+a/r)^2$. Small particles gain slightly more, and the final relative width becomes 7.2%.
- **Random arrivals.** One atom changes the radius by $v/(4\pi r^2)$, and atoms arrive at the rate $4\pi r^2G/v$. Variance therefore accumulates, to leading order, at the rate $Gv/(4\pi r^2)$. Integration with $dr=G\,dt$ gives $(v/4\pi)[1/r_0-1/(r_0+\Delta)]$ for a particle starting at $r_0$, a standard deviation of only 0.014 nm.
- **Coagulation.** At an assumed $10^5$ particles per cm³, the estimated collision probability during growth is 0.4% per particle. Merging the colliding pairs at the end, with volumes added, gives a relative width of 7.9%.

The coagulation estimate treats the particles as equal spheres of the final mean radius that stick at every collision, and it omits long-range forces. Letting unequal particles merge while they grow lowers the two figures slightly, to 0.3% and 7.8%. It is proportional to particle density and reaches one near $3\times10^7\ \mathrm{cm^{-3}}$. Well before that density, coagulation has to be included in the size distribution. A broad product then calls for a look at the width of the seeds, at particle density, at the spread of birth and residence times, and at differences in temperature and silane pressure between particle paths, before the larger surface of large particles is blamed. Temperature can matter as much as time: if sticking is activated with an assumed energy of 1.6 eV, a difference of 10 K near 1000 K changes the growth rate by about a fifth.

## Values computed for the example and the checks

```
Temperature: 1000 K; growth time: 10 s
Silane, hydrogen pressure: 0.2, 0.8 Torr
Sticking probability (rough): 1.0e-04
Solid volume per Si atom: 0.020 nm^3
Silane mass: 32.12 u; mean speed: 811.9 m/s
Silane number density: 1.931e+21 m^-3
Impingement flux: 3.9200e+05 nm^-2 s^-1
Radius growth rate G: 0.7840 nm/s = 47.0 nm/min
Common radius gain Delta: 7.840 nm
Mean radius before, after: 5.000, 12.840 nm
Radius standard deviation before, after: 1.0000, 1.0000 nm
Relative radius width before, after: 20.00, 7.79 %
Standard deviation of ln r before, after: 0.1980, 0.0767
Volume standard deviation before, after: 383.2, 2200.3 nm^3
Relative volume width before, after: 65.06, 24.36 %
Pair radii before: 4.000, 6.000 nm
Pair radii after: 11.840, 13.840 nm
Pair atoms gained: 3.3423e+05, 5.0999e+05
Pair radius ratio before, after: 1.5000, 1.1689
Separate test, rate ~ r^-1: relative width 20.00 -> 16.65 %
Separate test, rate ~ r^0: relative width 20.00 -> 18.18 %
Separate test, rate ~ r^1: relative width 20.00 -> 20.00 %
Separate test, rate ~ r^2: relative width 20.00 -> 22.47 %
Surface energy (rough): 1.2 J/m^2; L: 3.477 nm
Evaporation/deposition limit for narrowing at 5 nm: 0.590
Si sublimation energy (rough): 4.6 eV
Temperature for 1 Pa Si vapour (rough): 1900 K
Si evaporation/deposition at 5 nm: 8.4e-09
Silane formation free energy (rough): 1.2 eV
Reverse reaction/deposition at 5 nm: 7.7e-09
Gas collision cross-section (rough): 0.5 nm^2
Gas mean free path: 146.5 um
Mean free path/final mean radius: 1.14e+04
Diffusion ratio B, actual and unit sticking: 6.6e-09, 6.6e-05
Molecule radius (rough): 0.2 nm
With molecule size: mean 13.221 nm, sd 0.9539 nm
With molecule size: relative width 7.22 %
Arrival-noise standard deviation: 0.0139 nm
Noise test variance, simulated/formula: 0.975
Particle density: 1.0e+05 cm^-3
Fraction of silane consumed by particles: 2.2e-05
Coagulation kernel: 3.82e-09 cm^3/s
Collision probability per particle: 0.382 %
Density for estimated probability one: 2.62e+07 cm^-3
With late coagulation: sd 1.0107 nm, relative width 7.87 %
Assumed relative growth-time spread: 10 %
With time spread: sd 1.2707 nm, relative width 9.90 %
Growth-time spread limit for narrowing: 30.17 %
```
